# Why an ultrathin phase-change film heats according to its mirror distance

A crystalline phase-change film 5 nm thick is heated by a 1 ns, 1550 nm pulse of 8 mJ/cm² in front of an ideal mirror. With its centre 194 nm from the mirror, its calculated temperature rises by 440 K. At 534.5 nm the same pulse warms the same film by 0.04 K. At 267 nm, where the standing wave was strongest before the film was inserted, the rise is 381 K, less than at 194 nm.

The first contrast arises because the film absorbs in proportion to the local electric intensity. The second arises because the film changes the standing wave that heats it.

## What heats the film

Let the film have thickness $d$ and relative permittivity $\varepsilon=\varepsilon_1+i\varepsilon_2$. It is nonmagnetic and lies in a lossless cladding of index $n$. Light of one frequency arrives at normal incidence, with fields varying as $e^{-i\omega t}$. SI units are used, with $k_0=\omega/c$ and $k=nk_0$.

The polarization $P=\epsilon_0(\varepsilon-1)E$ carries the current density $J=-i\omega P$. The time-averaged work done on it per unit volume is

$$q=\tfrac12\mathrm{Re}(JE^*)=\tfrac12\omega\epsilon_0|E|^2\,\mathrm{Re}[-i(\varepsilon_1-1+i\varepsilon_2)]=\tfrac12\omega\epsilon_0\varepsilon_2|E|^2 .$$

The magnetic field does not enter. Nor does the net energy flux, which is zero everywhere in the standing wave before an ideal mirror, even at its electric maxima. Once an absorber is inserted, a net flux develops to supply it.

Normally incident light has its electric field parallel to the film, and this component is continuous across the faces. Except near a zero of the field, a sufficiently thin film therefore has nearly one field value, $E_s$, throughout. The incident intensity is $I=\tfrac12nc\epsilon_0|E_{inc}|^2$, so the absorbed fraction is

$$A=\frac{qd}{I}=\frac{k_0d\,\varepsilon_2}{n}\left|\frac{E_s}{E_{inc}}\right|^2\equiv y'\left|\frac{E_s}{E_{inc}}\right|^2. \tag{1}$$

## The weak film

Put the mirror surface at $z=0$, the source at positive $z$, and the film centre at $z=h$. Without the film, the field is the sum of a wave $e^{-ikz}$ travelling to the mirror and a reflected wave $r_me^{ikz}$. Relative to the incident wave at $z=h$, the total is

$$F=1+r_me^{2i\phi},\qquad \phi=kh .$$

An ideal mirror has $r_m=-1$, which gives $|F|^2=2-2\cos2\phi=4\sin^2\phi$. If the film hardly disturbs this field, equation (1) becomes

$$A\simeq4y'\sin^2\phi. \tag{2}$$

The maxima lie at odd multiples of a quarter wavelength in the cladding, and the nodes at the mirror and at multiples of half a wavelength. The magnetic field is proportional to $dE/dz$, hence to $\cos\phi$, and is largest at the electric nodes. Averaged over position, (2) gives $2y'$, the absorption of two independent passes. In this weak limit, interference redistributes the heating over positions without changing its average.

## The film acts back on the wave

Inside the film the wave equation can be written as

$$E''+k^2E=-k_0^2(\varepsilon-n^2)E,$$

where the right side is the source due to the film's polarization in excess of the cladding's. For a thin film this source is $S\,\delta(z-h)$ with $S=-k_0^2(\varepsilon-n^2)d\,E_s$. It radiates a wave $Be^{ik|z-h|}$ to both sides. The slope of this wave jumps by $2ikB$ at the film, and the jump must equal $S$:

$$B=\frac{S}{2ik}=\frac{ik_0d(\varepsilon-n^2)}{2n}E_s=-\frac y2E_s,\qquad y=-\frac{ik_0d(\varepsilon-n^2)}{n}=y'+iy''.$$

The real part is the $y'$ of equation (1). The imaginary part is $y''=-k_0d(\varepsilon_1-n^2)/n$, which is negative when $\varepsilon_1>n^2$.

The wave radiated towards the mirror returns multiplied by $r_me^{2i\phi}$. The film's own contribution to the field at its plane is therefore $-(y/2)FE_s$, and

$$E_s=FE_{inc}-\frac y2FE_s\quad\Rightarrow\quad A=\frac{y'|F|^2}{|1+yF/2|^2}. \tag{3}$$

For the ideal mirror, $F=1-e^{2i\phi}=-2i\sin\phi\,e^{i\phi}$, so that

$$\frac1F=\frac{ie^{-i\phi}}{2\sin\phi}=\frac{1+i\cot\phi}{2}.$$

Dividing numerator and denominator of (3) by $|F|^2$ gives

$$A=\frac{y'}{|1/F+y/2|^2}=\frac{4y'}{(1+y')^2+(y''+\cot\phi)^2}. \tag{4}$$

The second square vanishes at the best position:

$$\cot\phi_{best}=-y'',\qquad A_{max}=\frac{4y'}{(1+y')^2}. \tag{5}$$

When $\varepsilon_1>n^2$, the first optimum has $\phi<90^\circ$: it lies between the mirror and the empty-wave maximum. In circuit terms, the film is capacitive and a mirror spacer shorter than a quarter wave is inductive. At the optimum their reactive responses cancel.

The return to the weak law shows how the shift begins. Since $F=2\sin^2\phi-i\sin2\phi$, the denominator of (3) is, to first order in $y$,

$$1+\mathrm{Re}(yF)=1+2y'\sin^2\phi+y''\sin2\phi .$$

Therefore

$$A\simeq4y'\sin^2\phi\,(1-2y'\sin^2\phi-y''\sin2\phi).$$

With negative $y''$, the last term raises absorption on the mirror side of the first maximum and lowers it on the far side. Equation (2) requires $|yF|\ll1$. Away from the nodes this means $|y|\ll1$, and small thickness compared with the wavelength is not enough when $\varepsilon$ is large. Near a node $F$ is small, and the condition is easier to meet.

The film at its optimum does sit at an electric maximum, that of the loaded wave. There $E_s/E_{inc}=2/(1+y')$. By continuity this equals $1+\rho$, where $\rho$ is the reflection coefficient at the film plane, so $\rho=(1-y')/(1+y')$. At a distance $u$ in front of the film, the intensity relative to the incident one is $1+\rho^2+2\rho\cos2ku$. It is greatest at $u=0$ if $y'<1$. Behind the film the field varies as $\sin kz$ and is still rising when it meets a film with $\phi<90^\circ$. The maximum is thus a kink at the film.

## How large the effect is

The example uses rough values: cladding index 1.45 and crystalline film index $6+i$, so $\varepsilon=35+12i$. With $k_0d=0.02027$,

$$y'=\frac{0.02027\times12}{1.45}=0.168,\qquad y''=-\frac{0.02027\times(35-2.10)}{1.45}=-0.460 .$$

The reactive part is the larger, although the film is only 5 nm thick. Equation (5) gives $\phi_{best}=65.3^\circ$. Since $90^\circ$ corresponds to 267.2 nm, $h_{best}=(65.3/90)\times267.2=193.9$ nm. Maximizing the full layer solution of Maxwell's equations gives 194.0 nm. In that solution, with the film centred at 193.9 nm, the field outside the film is greatest at 196.4 nm, the film's front face.

The absorbed fractions and temperature rises are:

| $h$ (nm) | weak law (2) | film formula (4) | layer solution | rise (K) |
|---:|---:|---:|---:|---:|
| 50 | 0.056 | 0.071 | 0.071 | 63.5 |
| 100 | 0.206 | 0.274 | 0.273 | 245 |
| 193.9 | 0.554 | 0.492 | 0.490 | 440 |
| 267.2 | 0.671 | 0.426 | 0.425 | 381 |
| 400 | 0.339 | 0.194 | 0.193 | 173 |

At the empty-wave maximum $\cot\phi=0$, and (4) gives $0.671/(1.168^2+0.460^2)=0.426$. The weak law overstates the layer result there by 58%. At 100 nm it understates it, as the sign of the first-order correction suggests.

Equation (4) itself errs by at most 0.45% of the layer result at these five positions. The remaining error comes from treating the film as a sheet, which requires $|\sqrt\varepsilon|k_0d\ll1$; here this number is 0.12. In a test at $h=150$ nm, halving a thickness of 0.5 nm reduced the relative error by a factor of 4.00, as expected for an error proportional to $d^2$.

## What remains at a node

Equation (4) gives zero at a node, but a real film has thickness and only its central plane can be there. Let $\zeta$ be the distance from a node at the film centre. For an ideal mirror,

$$E=E_{inc}(e^{-ik\zeta}-e^{ik\zeta})\simeq-2ik\zeta E_{inc}.$$

The slope is continuous into the nonmagnetic film because the magnetic field is continuous. Across the film it changes only by a relative amount of order $|\varepsilon|(k_0d)^2$. To leading order, therefore,

$$A_{node}=\frac{k_0\varepsilon_2}{n}\int_{-d/2}^{d/2}4k^2\zeta^2d\zeta=\frac{k_0\varepsilon_2}{n}\,\frac{4n^2k_0^2d^3}{12}=\frac{n\varepsilon_2(k_0d)^3}{3}. \tag{6}$$

A film lying on the ideal mirror extends from $\zeta=0$ to $d$. The integral of $\zeta^2$ is then $d^3/3$ instead of $d^3/12$, and the absorption is four times larger. This holds only for the ideal mirror. A real metal surface is not a node, and on the gold-like mirror introduced below the same film absorbs $1.7\times10^{-2}$.

For the example, (6) gives $1.45\times12\times(0.02027)^3/3=4.8\times10^{-5}$, in agreement with the layer solution. The best position absorbs about $10^4$ times more.

A metal mirror alters the nodes in two ways. The field penetrates the metal, which displaces them, and the reflection is incomplete, which partly fills them in. Write $r_me^{2i\phi}=-|r_m|$ at the displaced node. The field near it is

$$\frac{E}{E_{inc}}\simeq(1-|r_m|)-ik\zeta(1+|r_m|).$$

One term is real and the other imaginary, so their squares add. For a good mirror the absorption is approximately $y'(1-|r_m|)^2+A_{node}$.

A gold-like mirror of rough index $0.5+10.7i$ has $|r_m|^2=0.9755$, hence $1-|r_m|=0.0123$. The estimate is $2.55\times10^{-5}+4.83\times10^{-5}=7.38\times10^{-5}$; the layer solution gives $7.32\times10^{-5}$.

The displacement matters far more if it is ignored. The nodes move 22.9 nm towards the metal. A film left at the ideal-mirror position of 534.5 nm absorbs $1.3\times10^{-2}$, about 180 times the value at the displaced node.

## From absorbed power to temperature

Let the absorbed flux $P=AI$ be constant during the pulse. Assume a uniform film temperature rise $T$, perfect thermal contact, and cladding thick enough to act as a half-space on each side. The film has heat capacity $C$ per volume; the cladding has heat capacity $C_c$ and conductivity $\kappa$.

In the cladding, the Laplace-transformed temperature decays from the film as $\hat T e^{-x\sqrt{sC_c/\kappa}}$. The flux entering each side is therefore $\eta\sqrt s\,\hat T$, where $\eta=\sqrt{\kappa C_c}$ is the effusivity. The film's heat balance is

$$Cd\,s\hat T=\frac Ps-2\eta\sqrt s\,\hat T\quad\Rightarrow\quad\hat T=\frac{P}{Cd}\,\frac1{s^{3/2}(\sqrt s+b)},\qquad b=\frac{2\eta}{Cd}.$$

Partial fractions in $\sqrt s$ give

$$\frac1{s^{3/2}(\sqrt s+b)}=\frac1{bs^{3/2}}-\frac1{b^2s}+\frac1{b^2\sqrt s(\sqrt s+b)} .$$

The first two terms invert through $s^{-3/2}\to2\sqrt{t/\pi}$ and $s^{-1}\to1$. For the third, take $g=e^{b^2t}\mathrm{erfc}(b\sqrt t)$. It obeys $g'=b^2g-b/\sqrt{\pi t}$ with $g(0)=1$. Transforming, $(s-b^2)\hat g=1-b/\sqrt s$, and hence $\hat g=1/[\sqrt s(\sqrt s+b)]$. Thus

$$T(t)=\frac{AI}{Cd}\,\frac{g(t)-1+2b\sqrt{t/\pi}}{b^2}. \tag{7}$$

All dependence on position is in $A(h)$, provided the cooling path is the same at the positions compared.

There are two useful limits:

- **Short pulse, $b\sqrt t\ll1$.** Here $g\simeq1-2b\sqrt{t/\pi}+b^2t$, and $T=AIt/(Cd)$. At the best position $A/d=(4k_0\varepsilon_2/n)/(1+y')^2$, so a thinner film gets hotter, but only while it still satisfies $b\sqrt t\ll1$. Since $b\propto1/d$, thinning works against this condition, which for the 5 nm example film already requires $t\ll5$ ps. For the 1 ns pulse the trend is reversed: the rise at the best position grows with thickness up to about 20 nm.
- **Long pulse, $b\sqrt t\gg1$, before heat reaches the mirror.** Here $T\simeq AI\sqrt{t/\pi}/\eta$. Cladding heat flow controls the rise, and thickness matters through $A$.

The example takes $C=1.3$ and $C_c=1.6$ MJ/(m³ K), with $\kappa=1.4$ W/(m K). The intensity is $80\ \mathrm{J/m^2}/1\ \mathrm{ns}=8\times10^{10}$ W/m², and at the best position $P=0.490I=3.92\times10^{10}$ W/m². With $b\sqrt t=14.6$, the pulse is close to the long limit, whose formula gives 468 K, 6% above the full result. Without cooling the rise would be 6036 K; equation (7) gives 440 K.

Heat diffuses about $\sqrt{\kappa t/C_c}=30$ nm during the pulse, much less than the 194 nm to the mirror. A numerical heat solution with a highly conducting film and cold walls 194 nm away on both sides also gives 440 K. The 50 nm entry in the table uses the same thick-cladding formula and omits extra cooling by the nearby mirror.

## Comparison with real devices

The parameters are in the regime of crystalline Ge-Sb-Te in silica-like cladding, but the optical constants depend on composition and preparation. The geometry represents a reflective stack; a film on a waveguide needs its guided-mode field instead. Two thermal idealizations were tested, a uniform film temperature and perfect thermal contact; the second matters more here. A film conductivity of 0.5 W/(m K) raises the mean film rise from 440 to 471 K. Adding a rough boundary resistance of $10^{-8}$ m² K/W at each face raises it to 651 K, 48% above the simple result. This exceeds the rough 600 K needed for melting. Beyond that point the number is not a prediction, because latent heat and changing material constants are omitted.

In this linear thermal model the same cooling corrections multiply the rise at 267 nm. The corrected rise there is $651\times381/440\simeq564$ K. The 73 nm placement difference can therefore decide whether a pulse near threshold melts the film, although the inputs are too rough to locate that threshold.

Other departures act on the absorption:

- **Metal mirror.** The gold-like mirror moves the best position from 194 to 172 nm. The film then absorbs 0.484 of the incident power and the metal 0.022.
- **Outer cladding face.** Reflection at an uncoated face to air forms another cavity. With the film held at 193.9 nm from an ideal mirror, varying the cladding thickness in front of it changes the absorbed fraction of the power arriving from air between 0.37 and 0.63.
- **Oblique light.** For electric polarization parallel to the film and a $12^\circ$ ray in the cladding, $A=0.498$ at the same position. The other polarization gives 0.482. Near a node the angle matters far more, as noted below.
- **Change of phase.** An amorphous film of rough index $4+0.05i$ absorbs 0.021 at the same position, about 24 times less. A pulse chosen for the crystalline state cannot be assumed to heat the amorphous state similarly.

## What to do in a design

For a film to be heated, calculate $y$ for the phase that receives the pulse and place the film centre according to $\cot\phi=-y''$. Then correct for the mirror's phase. This rule assumes normal incidence, a thin uniform film and no strong reflection from the outer face. If any of these fails, maximize the absorption of the complete stack, counting film and mirror losses separately.

Increasing thickness to make $y'=1$ would give complete absorption in equation (5). Here that would require $5/0.168\simeq30$ nm, where $|\sqrt\varepsilon|k_0d\simeq0.74$ and the condition for the thin-film formula is no longer met. A full layer calculation is needed there. With the ideal mirror it gives $A=0.99$ for 30 nm with the centre at 63 nm, and essentially complete absorption near 40 nm with the centre at 50 nm.

For a film to be protected from the pulse, centre it on the displaced node. Near a node the weak law gives $A\simeq4y'(ku)^2$ for a placement error $u$. For $u=22.9$ nm this is about 0.012, close to the 0.013 found for the uncorrected metal-mirror position. An error of this size sets the residual heating, far above the thickness limit (6). The two contributions are equal at $u=d/\sqrt{12}$, here 1.4 nm. This rule also assumes normal incidence, and more strictly than the heating rule, because a ray at angle $\theta$ in the cladding has its nodes spaced wider by $1/\cos\theta$. At 534.5 nm from the ideal mirror a $12^\circ$ ray gives $A\simeq3\times10^{-3}$ in either polarization, about 60 times (6). A beam filling a cone of $12^\circ$ half-angle gives $1.1\times10^{-3}$, and still $3.4\times10^{-4}$ at its own best position near 540 nm.

When comparing temperatures, keep pulse shape, interfaces and distance to heat sinks fixed. If the pulse lasts long enough for heat to reach the mirror, $h$ changes the cooling as well as the absorption, and the hottest position need not be the one that absorbs most.

## Computed values

```
wavelength 1550 nm, cladding index 1.45, film 5 nm
film index: crystalline (6+1j), amorphous (4+0.05j)
crystalline permittivity = 35.0+12.0j
k0 d = 0.02027, |film index| k0 d = 0.1233
y' = 0.1677, y'' = -0.4598
empty-wave maximum at h = 267.2 nm, node at h = 534.5 nm
best h: formula 193.9 nm, layer solution 194.0 nm
best phase k h = 65.3 degrees
peak of loaded wave at z = 196.4 nm
mid-film |E|^2 / incident |E|^2 at best h = 2.927
maximum A, formula 4y'/(1+y')^2 = 0.4920
h (nm) | A weak law | A sheet | A layer | rise (K)
  50.0 | 0.0563 | 0.0710 | 0.0707 | 63.5
 100.0 | 0.2063 | 0.2742 | 0.2730 | 245.1
 193.9 | 0.5538 | 0.4920 | 0.4904 | 440.3
 267.2 | 0.6710 | 0.4260 | 0.4248 | 381.4
 400.0 | 0.3389 | 0.1936 | 0.1930 | 173.3
node: A layer 4.842e-05, cubic law 4.829e-05
node: rise 0.0435 K
film on mirror: A layer 1.952e-04, cubic law 1.932e-04
A(best)/A(node) = 1.013e+04
largest sheet-formula error in table = 0.45 %
sheet error ratio when d is halved = 4.00
pulse 1 ns, fluence 8 mJ/cm2
incident field amplitude = 0.0645 MV/cm
film C = 1.3 MJ/(m3 K), conductivity 0.5 W/(m K)
cladding C = 1.6 MJ/(m3 K), conductivity 1.4 W/(m K)
cladding effusivity = 1497 J/(m2 K s^0.5)
b sqrt(t) = 14.56, diffusion length = 29.6 nm
absorbed flux at best h = 3.923e+10 W/m2
rise at best h: formula 440.3 K, heat solver 440.3 K
rise without any cooling = 6036 K
rise with finite film conductivity = 470.6 K
assumed boundary resistance = 1e-08 m2 K/W
rise with that resistance too = 651.1 K
rough rise needed for melting (input) = 600 K
metal mirror index (0.5+10.7j), bare reflectance 0.9755
metal mirror: nodes displaced by -22.9 nm
metal mirror: best h 172.1 nm, film A 0.4842
metal mirror: absorbed in metal at that h = 0.0217
metal mirror: A at ideal-mirror node = 1.336e-02
metal mirror: A at displaced node = 7.317e-05
outer face to air: A from 0.370 to 0.628
s-polarized ray at 12 degrees in cladding: A = 0.4980
amorphous film at same h: A = 0.0206
```
